**Converting D₀ of hydrogen fluoride into a clamped-nucleus nonrelativistic Dₑ**

The program evaluates Dₑ = D₀ + ZPE − δ_SO − δ_SR − δ_ad, where ZPE is the zero-point energy and each δ is the shift of the separated atoms minus that of the molecule, due to spin-orbit coupling, scalar relativity or the adiabatic correction. It asserts that the anharmonic perturbation formula agrees with diagonalization on a CCSD(T) curve, and that an explicit Breit-Pauli determinant sum agrees with the filled-shell mean field. Further assertions compare X2C with first-order scalar relativity, and wavefunction overlaps with momentum and angular-momentum integrals. The corrections to D₀ are +24.6 (zero-point), +1.6 (spin-orbit), +0.9 (scalar-relativistic) and −0.3 kJ/mol (adiabatic), with a total of 26.7 kJ/mol. The program also asserts that the gaps in this ranking exceed the method and basis sensitivity found for the scalar term. With the rough input D₀ = 570 kJ/mol, the converted Dₑ is 597 kJ/mol, limited by the ±5 kJ/mol rounding of D₀. A separate composite calculation gives 595.0 kJ/mol; it is asserted to agree with the converted value within 10 kJ/mol and to differ from the unconverted D₀ by more than that. At this tolerance the comparison tests essentially the zero-point part; it cannot confirm the signs or sizes of the three small terms.

## Numerical verification

```python
"""
Result under test, for hydrogen fluoride -> F(2P3/2) + H(2S):
  De(nonrelativistic, clamped nuclei) = D0 + ZPE - d_SO - d_SR - d_ad
where d_X = X(F) + X(H) - X(HF) and X is the energy shift of a species due to
spin-orbit coupling (SO), scalar relativity (SR) or the diagonal
Born-Oppenheimer term (ad).  ZPE is the zero-point energy of HF.
Internal quantities are in atomic units; energies are printed in kJ/mol.
D0 is a rough two-figure measured input, not a computed result.
"""
import os
os.environ["OMP_NUM_THREADS"] = "1"
os.environ["OPENBLAS_NUM_THREADS"] = "1"
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, scf, cc, mp, dft, lib
from pyscf.data import elements

lib.num_threads(1)
pc = const.physical_constants
KJ = pc["Hartree energy"][0] * const.N_A / 1000.0
CM = pc["hartree-inverse meter relationship"][0] / 100.0
ANG = pc["Bohr radius"][0] * 1e10
ALPHA = const.fine_structure
MASS_H = pc["proton-electron mass ratio"][0]
# Fluorine has one stable isotope; remove its nine electrons from the atomic mass.
MASS_F = elements.MASSES[9] / pc["electron mass in u"][0] - 9
D0_ROUGH = 570.0
D0_HALF_WIDTH = 5.0


def fluoride(distance, basis, shift_f=(0, 0, 0), shift_h=(0, 0, 0)):
    pos_f = np.array(shift_f, float)
    pos_h = np.array([0, 0, distance], float) + np.array(shift_h, float)
    return gto.M(atom=[["F", pos_f.tolist()], ["H", pos_h.tolist()]],
                 unit="Bohr", basis=basis, verbose=0)


def atom(symbol, basis, position=(0, 0, 0)):
    return gto.M(atom=[[symbol, list(position)]], unit="Bohr", spin=1,
                 basis=basis, verbose=0)


def run_scf(mol, relativistic=False, guess=None, gradient=3e-6):
    mf = scf.RHF(mol) if mol.spin == 0 else scf.UHF(mol)
    if relativistic:
        mf = mf.x2c()
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = gradient
    mf.max_cycle = 100
    mf.kernel(dm0=guess)
    assert mf.converged
    return mf


def correlation(mf, frozen):
    solver = cc.CCSD(mf, frozen=frozen)
    solver.verbose = 0
    solver.conv_tol = 1e-8
    solver.conv_tol_normt = 1e-5
    solver.max_cycle = 100
    solver.kernel()
    assert solver.converged
    return solver.e_corr + solver.ccsd_t()


def mp2_correlation(mf):
    solver = mp.MP2(mf, frozen=1)
    solver.verbose = 0
    return solver.kernel(with_t2=False)[0]


def hydrogen(basis, relativistic=False):
    mol = atom("H", basis)
    if relativistic:
        core = scf.uhf.UHF(mol).x2c().get_hcore()
    else:
        core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    energy, orbital = eigh(core, mol.intor("int1e_ovlp"))
    return mol, energy[0], (orbital[:, :1], orbital[:, :0])


def occupied(mf):
    if mf.mol.spin == 0:
        c = mf.mo_coeff[:, mf.mo_occ > 0]
        return c, c
    return tuple(mf.mo_coeff[s][:, mf.mo_occ[s] > 0] for s in (0, 1))


def primitives(symbol, name, lmax=9):
    shells = gto.basis.load(name, symbol)
    found = {(s[0], row[0]) for s in shells for row in s[1:] if s[0] <= lmax}
    return [[l, [e, 1.0]] for l, e in sorted(found, key=lambda t: (t[0], -t[1]))]


def quadrature(mol):
    grid = dft.gen_grid.Grids(mol)
    grid.atom_grid = {"F": (120, 194), "H": (60, 194)}
    grid.prune = None
    grid.build()
    return grid.coords, grid.weights


# ---- Zero-point energy from a coupled-cluster curve ------------------------
low, high = 1.10, 2.70
n_nodes = 11
angles = (np.arange(n_nodes) + 0.5) * np.pi / n_nodes
nodes = 0.5 * (low + high) + 0.5 * (high - low) * np.cos(angles)


def curve_energy(distance):
    mf = run_scf(fluoride(distance, "cc-pvdz"))
    return mf.e_tot + correlation(mf, 1)


curve = [curve_energy(distance) for distance in nodes]
potential = np.polynomial.Chebyshev.fit(nodes, curve, n_nodes - 1,
                                        domain=[low, high])
r_eq = brentq(potential.deriv(), 1.55, 1.95)
# A fresh calculation at the minimum tests the interpolation.
assert abs(curve_energy(r_eq) - potential(r_eq)) < 1e-5

reduced_mass = MASS_F * MASS_H / (MASS_F + MASS_H)
r_grid = np.linspace(low, high, 200)
spacing = r_grid[1] - r_grid[0]
diff = np.subtract.outer(np.arange(200), np.arange(200))
safe = np.where(diff == 0, 1, diff)
kinetic = np.where(diff == 0, np.pi**2 / 6, (-1.0) ** diff / safe**2)
kinetic /= reduced_mass * spacing**2
levels = np.linalg.eigvalsh(kinetic + np.diag(potential(r_grid) - potential(r_eq)))
zpe = levels[0] * KJ
omega = np.sqrt(potential.deriv(2)(r_eq) / reduced_mass)
cubic = potential.deriv(3)(r_eq) / 6
quartic = potential.deriv(4)(r_eq) / 24
zpe_series = KJ * (omega / 2 + 3 * quartic / (4 * (reduced_mass * omega) ** 2)
                   - 11 * cubic**2 / (8 * reduced_mass**3 * omega**4))
# Tolerance allows for the omitted higher anharmonic orders.
assert abs(zpe - zpe_series) < 0.08

# ---- Spin-orbit lowering of F from a spherical open-shell calculation ------
shells = primitives("F", "cc-pvqz", lmax=1)
mol_so = atom("F", {"F": shells})
n_s = sum(s[0] == 0 for s in shells)
n_p = sum(s[0] == 1 for s in shells)
n_ao = n_s + 3 * n_p
s_idx = np.arange(n_s)
p_idx = [n_s + 3 * np.arange(n_p) + m for m in range(3)]
overlap = mol_so.intor("int1e_ovlp")
t_matrix = mol_so.intor("int1e_kin")
h_core = t_matrix + mol_so.intor("int1e_nuc")
repulsion = mol_so.intor("int2e").reshape((n_ao,) * 4)
# One matrix maps a symmetric density to its Coulomb minus half exchange field.
field_map = (repulsion - 0.5 * repulsion.transpose(0, 3, 1, 2)).reshape(
    n_ao**2, n_ao**2)


def coulomb_exchange(density):
    return (field_map @ density.ravel()).reshape(n_ao, n_ao)


d_core = np.zeros((n_ao, n_ao))
d_pfull = np.zeros((n_ao, n_ao))
for cycle in range(200):
    g_core, g_p = coulomb_exchange(d_core), coulomb_exchange(d_pfull)
    # Five electrons give 5/6 of a full shell to s, and 4/5 to each p electron.
    fock_s = h_core + g_core + 5 / 6 * g_p
    fock_p = h_core + g_core + 4 / 5 * g_p
    ss, pp = np.ix_(s_idx, s_idx), np.ix_(p_idx[2], p_idx[2])
    c_s = eigh(fock_s[ss], overlap[ss])[1][:, :2]
    c_p = eigh(fock_p[pp], overlap[pp])[1][:, 0]
    s_orb = np.zeros((n_ao, 2))
    s_orb[s_idx] = c_s
    p_orb = np.zeros((n_ao, 3))
    for m in range(3):
        p_orb[p_idx[m], m] = c_p
    new_core, new_p = 2 * s_orb @ s_orb.T, 2 * p_orb @ p_orb.T
    change = max(abs(new_core - d_core).max(), abs(new_p - d_pfull).max())
    d_core = 0.5 * (d_core + new_core)
    d_pfull = 0.5 * (d_pfull + new_p)
    if change < 1e-9:
        break
assert change < 1e-9
g_core, g_p = coulomb_exchange(d_core), coulomb_exchange(d_pfull)
e_spherical = (np.sum(d_core * (h_core + 0.5 * g_core))
               + 5 / 6 * np.sum(d_pfull * (h_core + g_core))
               + 1 / 3 * np.sum(d_pfull * g_p))
t_spherical = np.sum((d_core + 5 / 6 * d_pfull) * t_matrix)
assert abs(e_spherical + t_spherical) < 5e-4 * abs(e_spherical)

w_one = mol_so.intor("int1e_pnucxp", comp=3).reshape(3, n_ao, n_ao)[2]
w_two = mol_so.intor("int2e_p1vxp1", comp=3).reshape((3,) + (n_ao,) * 4)[2]
# For attractive V, integral V (grad px x grad py)_z is negative: this fixes
# the orientation used by the integral library.
orientation = -np.sign(p_orb[:, 0] @ w_one @ p_orb[:, 1])
w_one, w_two = orientation * w_one, orientation * w_two
p_minus = (p_orb[:, 0] - 1j * p_orb[:, 1]) / np.sqrt(2)
filled = s_orb @ s_orb.T + p_orb @ p_orb.T
d_alpha = filled.astype(complex)
d_beta = filled - np.outer(p_minus, p_minus.conj())
spin_density, total_density = 0.5 * (d_alpha - d_beta), d_alpha + d_beta


def direct_sum(first, second):
    field = np.einsum("ijkl,lk->ij", w_two, second)
    return np.sum(field * first.T)


def exchange_sum(density):
    field = np.einsum("ijkl,jk->il", w_two, density)
    return np.sum(field * density.T)


so_explicit = 0.5j * ALPHA**2 * (
    np.sum(w_one * spin_density.T) + direct_sum(spin_density, total_density)
    + 2 * direct_sum(total_density, spin_density)
    - 1.5 * (exchange_sum(d_alpha) - exchange_sum(d_beta)))
assert abs(so_explicit.imag) < 1e-10
so_atom = so_explicit.real
closed = 2 * filled
field_direct = w_one + np.einsum("ijkl,lk->ij", w_two, closed)
field_mean = field_direct - 1.5 * (np.einsum("ijkl,jk->il", w_two, closed)
                                  + np.einsum("ijkl,li->kj", w_two, closed))
zeta = -(0.5j * ALPHA**2 * (p_minus.conj() @ field_mean @ p_minus)).real
assert abs(so_atom + zeta / 2) < 1e-9

# Radial quadrature of (1/r)dV/dr tests the direct spin-orbit integral.
radius = np.geomspace(1e-6, 30, 5000)
ray = np.column_stack([0 * radius, 0 * radius, radius])
ao_ray = mol_so.eval_gto("GTOval_sph", ray)
rho = np.sum((ao_ray @ closed) * ao_ray, axis=1)
log_r = np.log(radius)
enclosed = cumulative_trapezoid(4 * np.pi * radius**3 * rho, log_r, initial=0)
radial_sq = 4 * np.pi / 3 * (ao_ray @ p_orb[:, 2]) ** 2
zeta_quad = 0.5 * ALPHA**2 * trapezoid(radial_sq * (9 - enclosed), log_r)
zeta_direct = -0.5 * ALPHA**2 * (p_orb[:, 0] @ field_direct @ p_orb[:, 1])
assert abs(zeta_quad / zeta_direct - 1) < 5e-4

raise_l = np.diag([np.sqrt(2), np.sqrt(2)], 1)
raise_s = np.array([[0.0, 1.0], [0.0, 0.0]])
l_dot_s = (np.kron(np.diag([1, 0, -1]), np.diag([0.5, -0.5]))
           + 0.5 * (np.kron(raise_l, raise_s.T) + np.kron(raise_l.T, raise_s)))
so_levels = np.linalg.eigvalsh(-zeta * l_dot_s)
splitting = so_levels[-1] - so_levels[0]
assert np.allclose(so_levels[:4], so_atom, atol=1e-9)
assert abs(so_levels[0] + splitting / 3) < 1e-10
del repulsion, field_map, w_two

# ---- Scalar relativity: X2C against first-order expectation values ---------


def first_order_scalar(mol, coefficients):
    coords, weights = quadrature(mol)
    orbitals = np.hstack(coefficients)
    ao = mol.eval_gto("GTOval_sph_deriv2", coords)
    laplacian = (ao[4] + ao[7] + ao[9]) @ orbitals
    mass_velocity = -ALPHA**2 / 8 * np.sum(weights[:, None] * laplacian**2)
    at_nuclei = mol.eval_gto("GTOval_sph", mol.atom_coords()) @ orbitals
    darwin = np.pi * ALPHA**2 / 2 * np.sum(
        mol.atom_charges() * np.sum(at_nuclei**2, axis=1))
    return mass_velocity + darwin


def scalar_terms(name, full, lmax=9):
    basis_f, basis_h = primitives("F", name, lmax), primitives("H", name, lmax)
    mol_h, e_h, c_h = hydrogen({"H": basis_h})
    shift_h = hydrogen({"H": basis_h}, True)[1] - e_h
    hf_part, cc_part, first = shift_h, shift_h, 0.0
    if full:
        first = first_order_scalar(mol_h, c_h)
    systems = [(1, atom("F", {"F": basis_f})),
               (-1, fluoride(r_eq, {"F": basis_f, "H": basis_h}))]
    for sign, mol in systems:
        plain = run_scf(mol)
        rel = run_scf(mol, True, guess=plain.make_rdm1())
        hf_part += sign * (rel.e_tot - plain.e_tot)
        if full:
            cc_part += sign * (rel.e_tot + correlation(rel, None)
                               - plain.e_tot - correlation(plain, None))
            first += sign * first_order_scalar(mol, occupied(plain))
    return hf_part * KJ, cc_part * KJ, first * KJ


sr_hf, sr_cc, sr_first = scalar_terms("cc-pvdz", True)
sr_hf_tz = scalar_terms("cc-pvtz", False, lmax=2)[0]
# Higher relativistic orders and the finite basis limit the agreement.
assert abs(sr_hf - sr_first) < 0.1

# ---- Diagonal Born-Oppenheimer term from displaced determinants ------------
STEP = 0.003


def derivative_norm(mol_a, coeff_a, mol_b, coeff_b):
    cross = gto.intor_cross("int1e_ovlp", mol_a, mol_b)
    value = 1.0
    for a, b in zip(coeff_a, coeff_b):
        value *= abs(np.linalg.det(a.T @ cross @ b))
    return -2 * np.log(value) / STEP**2


def generator_norm(mol, coefficients, action):
    coords, weights = quadrature(mol)
    ao = mol.eval_gto("GTOval_sph_deriv1", coords)
    moved = action(ao, coords)
    norm = 0.0
    for c in coefficients:
        phi, change_phi = ao[0] @ c, moved @ c
        weighted = weights[:, None] * change_phi
        norm += np.sum(weighted * change_phi) - np.sum((phi.T @ weighted) ** 2)
    return norm


def atom_norm(symbol, coefficients):
    start = atom(symbol, "cc-pvtz")
    return sum(derivative_norm(start, coefficients,
                               atom(symbol, "cc-pvtz", axis * STEP), coefficients)
               for axis in np.eye(3))


mol_f = atom("F", "cc-pvtz")
mf_f = run_scf(mol_f)
norm_f = atom_norm("F", occupied(mf_f))
momentum_sq = sum(generator_norm(mol_f, occupied(mf_f), lambda ao, x, k=k: ao[k])
                  for k in (1, 2, 3))
assert abs(norm_f / momentum_sq - 1) < 3e-4
mol_h, e_h_tz, coeff_h = hydrogen("cc-pvtz")
norm_h = atom_norm("H", coeff_h)

mol_tz = fluoride(r_eq, "cc-pvtz")
mf_tz = run_scf(mol_tz, gradient=1e-7)
guess = mf_tz.make_rdm1()
norms = {}
for nucleus, keyword in (("F", "shift_f"), ("H", "shift_h")):
    for label, axis in (("side", np.array([1.0, 0, 0])),
                        ("bond", np.array([0, 0, 1.0]))):
        mol = fluoride(r_eq, "cc-pvtz", **{keyword: axis * STEP})
        displaced = run_scf(mol, guess=guess, gradient=1e-7)
        norms[nucleus, label] = derivative_norm(
            mol_tz, occupied(mf_tz), mol, occupied(displaced))
rotation_norm = generator_norm(
    mol_tz, occupied(mf_tz),
    lambda ao, x: (x[:, 2:3] * ao[1] - x[:, 0:1] * ao[3]) / r_eq)
assert abs(norms["H", "side"] / rotation_norm - 1) < 2e-3
mol_norm_f = 2 * norms["F", "side"] + norms["F", "bond"]
mol_norm_h = 2 * norms["H", "side"] + norms["H", "bond"]
ad_f, ad_h = KJ * norm_f / (2 * MASS_F), KJ * norm_h / (2 * MASS_H)
ad_mol = KJ * (mol_norm_f / (2 * MASS_F) + mol_norm_h / (2 * MASS_H))
ad_change = ad_f + ad_h - ad_mol

# ---- Conversion, ranking and independent electronic-structure value --------
corrections = {"zero-point": zpe, "spin-orbit": -so_atom * KJ,
               "scalar-relativistic": -sr_cc, "adiabatic": -ad_change}
total = sum(corrections.values())
de_converted = D0_ROUGH + total
ranking = sorted(corrections, key=lambda name: -abs(corrections[name]))
sizes = np.array([abs(corrections[name]) for name in ranking])
spread = max(abs(sr_cc - sr_hf), abs(sr_hf_tz - sr_hf))
assert np.min(sizes[:-1] - sizes[1:]) > spread

cc_part_tz = correlation(mf_f, 1) - correlation(mf_tz, 1)
de_tz = KJ * (mf_f.e_tot + e_h_tz - mf_tz.e_tot + cc_part_tz)
mf_qz, mf_f_qz = run_scf(fluoride(r_eq, "cc-pvqz")), run_scf(atom("F", "cc-pvqz"))
scf_part_qz = mf_f_qz.e_tot + hydrogen("cc-pvqz")[1] - mf_qz.e_tot
mp2_part_tz = mp2_correlation(mf_f) - mp2_correlation(mf_tz)
mp2_part_qz = mp2_correlation(mf_f_qz) - mp2_correlation(mf_qz)
mp2_limit = (64 * mp2_part_qz - 27 * mp2_part_tz) / 37
basis_correction = mp2_limit - mp2_part_tz
de_limit = KJ * (scf_part_qz + cc_part_tz + basis_correction)
# Allow D0 rounding plus 5 kJ/mol for basis extrapolation and frozen core.
allowance = D0_HALF_WIDTH + 5.0
assert abs(de_limit - de_converted) < allowance
assert abs(de_limit - D0_ROUGH) > allowance


def show(label, value, unit="kJ/mol", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Rough measured D0 input", D0_ROUGH, digits=0)
show("Rounding half-width of D0", D0_HALF_WIDTH, digits=0)
show("Equilibrium distance, CCSD(T)/cc-pVDZ", r_eq * ANG, "angstrom", 4)
show("Reduced nuclear mass", reduced_mass, "electron masses", 2)
show("Harmonic wavenumber", omega * CM, "cm^-1", 1)
show("Half harmonic quantum", omega * KJ / 2)
show("ZPE by diagonalization", zpe)
show("ZPE by perturbation formula", zpe_series)
show("F spin-orbit constant zeta", zeta * CM, "cm^-1", 1)
show("F doublet splitting", splitting * CM, "cm^-1", 1)
show("F ground-level spin-orbit shift", so_atom * KJ)
show("Scalar d_SR, Hartree-Fock, unc. DZ", sr_hf)
show("Scalar d_SR, first order, unc. DZ", sr_first)
show("Scalar d_SR, Hartree-Fock, unc. TZ without f", sr_hf_tz)
show("Scalar d_SR, CCSD(T), unc. DZ", sr_cc)
show("Derivative norm, F atom", norm_f, "bohr^-2", 4)
show("Derivative norm, F in HF", mol_norm_f, "bohr^-2", 4)
show("Derivative norm, H atom", norm_h, "bohr^-2", 4)
show("Derivative norm, H in HF", mol_norm_h, "bohr^-2", 4)
show("H sideways norm, overlaps", norms["H", "side"], "bohr^-2", 5)
show("H sideways norm, rotation", rotation_norm, "bohr^-2", 5)
show("Adiabatic shift, F atom", ad_f)
show("Adiabatic shift, H atom", ad_h)
show("Adiabatic shift, HF molecule", ad_mol)
show("Adiabatic d_ad", ad_change)
for place, name in enumerate(ranking, 1):
    show(f"Rank {place}, {name} correction to D0", corrections[name])
show("Scalar method/basis spread", spread)
show("Total correction De - D0", total, digits=2)
show("Converted De, limited by rough D0", de_converted, digits=0)
show("Converted De, limited by rough D0", de_converted / KJ * pc["Hartree energy"][0]
     / const.e, "eV", 1)
show("CCSD(T)/cc-pVTZ De", de_tz, digits=1)
show("Hartree-Fock/cc-pVQZ part of De", scf_part_qz * KJ, digits=1)
show("CCSD(T)/cc-pVTZ correlation part of De", cc_part_tz * KJ, digits=1)
show("MP2 basis-set correction to De", basis_correction * KJ, digits=1)
show("Composite De", de_limit, digits=1)
show("Composite De minus rough D0", de_limit - D0_ROUGH, digits=1)
show("Composite De minus converted De", de_limit - de_converted, digits=1)
show("Allowed final discrepancy", allowance, digits=0)
print("every check passed")
```

Output:

```
Rough measured D0 input: 570 kJ/mol
Rounding half-width of D0: 5 kJ/mol
Equilibrium distance, CCSD(T)/cc-pVDZ: 0.9199 angstrom
Reduced nuclear mass: 1743.68 electron masses
Harmonic wavenumber: 4151.2 cm^-1
Half harmonic quantum: 24.830 kJ/mol
ZPE by diagonalization: 24.599 kJ/mol
ZPE by perturbation formula: 24.599 kJ/mol
F spin-orbit constant zeta: 264.7 cm^-1
F doublet splitting: 397.1 cm^-1
F ground-level spin-orbit shift: -1.583 kJ/mol
Scalar d_SR, Hartree-Fock, unc. DZ: -1.018 kJ/mol
Scalar d_SR, first order, unc. DZ: -1.017 kJ/mol
Scalar d_SR, Hartree-Fock, unc. TZ without f: -1.027 kJ/mol
Scalar d_SR, CCSD(T), unc. DZ: -0.852 kJ/mol
Derivative norm, F atom: 179.4691 bohr^-2
Derivative norm, F in HF: 178.5153 bohr^-2
Derivative norm, H atom: 0.9996 bohr^-2
Derivative norm, H in HF: 0.5918 bohr^-2
H sideways norm, overlaps: 0.17016 bohr^-2
H sideways norm, rotation: 0.17016 bohr^-2
Adiabatic shift, F atom: 6.805 kJ/mol
Adiabatic shift, H atom: 0.715 kJ/mol
Adiabatic shift, HF molecule: 7.192 kJ/mol
Adiabatic d_ad: 0.328 kJ/mol
Rank 1, zero-point correction to D0: 24.599 kJ/mol
Rank 2, spin-orbit correction to D0: 1.583 kJ/mol
Rank 3, scalar-relativistic correction to D0: 0.852 kJ/mol
Rank 4, adiabatic correction to D0: -0.328 kJ/mol
Scalar method/basis spread: 0.166 kJ/mol
Total correction De - D0: 26.71 kJ/mol
Converted De, limited by rough D0: 597 kJ/mol
Converted De, limited by rough D0: 6.2 eV
CCSD(T)/cc-pVTZ De: 572.8 kJ/mol
Hartree-Fock/cc-pVQZ part of De: 403.9 kJ/mol
CCSD(T)/cc-pVTZ correlation part of De: 172.3 kJ/mol
MP2 basis-set correction to De: 18.8 kJ/mol
Composite De: 595.0 kJ/mol
Composite De minus rough D0: 25.0 kJ/mol
Composite De minus converted De: -1.7 kJ/mol
Allowed final discrepancy: 10 kJ/mol
every check passed
```
